# Why replacing solid by air cannot raise the static effective permittivity

**Question.** An insulating film is made of several solids. Some region of solid is removed and air takes its place. The electric field can then rearrange: it may grow in the air, and it may also grow in parts of the solid that were left alone, where the permittivity is high. Could a clever choice of region crowd so much field into the high-permittivity solid that the film as a whole ends up with a larger static permittivity, at least in one direction?

**Answer.** Let us first fix what is being compared.

## What is compared

Let $\varepsilon(\mathbf r)$ be the local static permittivity relative to vacuum. It is a real symmetric tensor with positive eigenvalues, so anisotropic solids are included. The response is linear and local: $\mathbf D=\varepsilon_0\,\varepsilon\mathbf E$ at each point. The structure repeats periodically, with a cell as large as needed to represent the material, and $\langle\cdot\rangle$ is the average over one cell.

A mean field $\mathbf E_0=\langle\mathbf E\rangle$ is applied. The effective tensor $\varepsilon^*$ is defined by

$$\langle \mathbf D\rangle=\varepsilon_0\,\varepsilon^*\mathbf E_0 .$$

The permittivity in the direction of a unit vector $\mathbf n$ is $k(\mathbf n)=\mathbf n\cdot\varepsilon^*\mathbf n$. Wide plates normal to $\mathbf n$ measure this quantity. They force the mean field to lie along $\mathbf n$, and their charge per area is the normal component of $\langle\mathbf D\rangle$, so the capacitance per area of a film of thickness $d$ is $\varepsilon_0k(\mathbf n)/d$.

In the comparison, $\mathbf E_0$ is held fixed and the remaining solid keeps its permittivity. Define $\Delta\varepsilon=\varepsilon_{\rm old}-\varepsilon_{\rm new}$, which is zero outside the replaced region. Inside, it is the solid's permittivity minus that of air, which is taken as 1.

## Why the solid is not below vacuum

The argument needs $\Delta\varepsilon\ge0$, meaning $\mathbf a\cdot\Delta\varepsilon\,\mathbf a\ge0$ for every vector $\mathbf a$. This has a physical reason. Put a wide slab of the solid, with normal $\mathbf n$, between isolated plates of fixed charge. This fixes the normal component $D$ of the displacement, which equals the charge per area. If the matter stayed in its zero-field state, with no polarisation, the energy per volume due to the charge would be $D^2/2\varepsilon_0$. That state is still available, but matter free to respond settles in its state of lowest energy, which cannot lie higher. (At a fixed temperature, read "free energy" for "energy" throughout this argument.) With the response included, the field is $E\mathbf n$, since the plates allow no component along them. Then $D=\varepsilon_0E\,\mathbf n\cdot\varepsilon\mathbf n$, and the energy per volume is $\tfrac12ED=D^2/(2\varepsilon_0\,\mathbf n\cdot\varepsilon\mathbf n)$. This cannot exceed $D^2/2\varepsilon_0$, and $\mathbf n\cdot\varepsilon\mathbf n$ is positive. Therefore

$$\mathbf n\cdot\varepsilon\mathbf n\ge 1\quad\text{for every }\mathbf n ,$$

so the eigenvalues of $\varepsilon$ are at least 1. Air differs from vacuum by about 0.0006, far less than the excess of an ordinary solid.

## The mechanism: two stages, both downward

Think of the replacement in two stages. First freeze the old field and swap the solid for air. At each point of the region the same field now acts on a less polarisable medium, so the field energy $\tfrac12\varepsilon_0\langle\mathbf E\cdot\varepsilon\mathbf E\rangle$ falls or stays the same.

Then let the field rearrange. At fixed applied voltage, the true electrostatic potential is the one that makes this field energy smallest. The frozen field is one of the competitors, so rearrangement can lower the energy but not raise it. Field may crowd into some piece of solid, but only as part of a change whose total is downward. Because the energy at fixed mean field is proportional to $k(\mathbf n)$, the permittivity falls with it.

Three facts have to be shown: that energy measures $\varepsilon^*$, that the true field is the minimum, and how large each stage is.

**Energy measures the effective permittivity.** Let $\mathbf E$ be any curl-free periodic field and $\mathbf D$ any divergence-free periodic field; they need not belong to the same material. Write $\mathbf E=\langle\mathbf E\rangle-\nabla\phi$ with $\phi$ periodic. Then

$$\langle\mathbf E\cdot\mathbf D\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf D\rangle-\langle\nabla\phi\cdot\mathbf D\rangle .$$

Since $\nabla\cdot\mathbf D=0$, we have $\nabla\phi\cdot\mathbf D=\nabla\cdot(\phi\mathbf D)$. Its cell integral is the flux of $\phi\mathbf D$ through the cell's surface. Opposite faces carry equal values and opposite outward normals, so they cancel. Internal interfaces add nothing, because $\phi$ and the normal part of $\mathbf D$ are continuous there. Hence

$$\langle\mathbf E\cdot\mathbf D\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf D\rangle. \tag{1}$$

Applied to the true field and its own displacement, and divided by $\varepsilon_0$, this gives

$$\mathbf E_0\cdot\varepsilon^*\mathbf E_0=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle. \tag{2}$$

**The true field is the minimum.** Any other curl-free field with the same mean is $\mathbf E+\mathbf g$, where $\mathbf g$ is curl-free and $\langle\mathbf g\rangle=0$. Expanding, and using the symmetry of $\varepsilon$ to join the two cross terms,

$$\langle(\mathbf E+\mathbf g)\cdot\varepsilon(\mathbf E+\mathbf g)\rangle=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle+2\langle\mathbf g\cdot\varepsilon\mathbf E\rangle+\langle\mathbf g\cdot\varepsilon\mathbf g\rangle .$$

The field $\varepsilon\mathbf E$ is divergence-free, so by (1) the cross term is $2\langle\mathbf g\rangle\cdot\langle\varepsilon\mathbf E\rangle=0$. What remains is

$$\langle(\mathbf E+\mathbf g)\cdot\varepsilon(\mathbf E+\mathbf g)\rangle=\mathbf E_0\cdot\varepsilon^*\mathbf E_0+\langle\mathbf g\cdot\varepsilon\mathbf g\rangle. \tag{3}$$

The last term is not negative, because $\varepsilon$ is positive.

**The size of each stage.** Let $\mathbf E_{\rm old}$ and $\mathbf E_{\rm new}$ be the true fields before and after, and $\boldsymbol\delta=\mathbf E_{\rm new}-\mathbf E_{\rm old}$. Use (3) in the new material with $\mathbf g=-\boldsymbol\delta$, so that the trial field is the old one:

$$\langle\mathbf E_{\rm old}\cdot\varepsilon_{\rm new}\mathbf E_{\rm old}\rangle=\mathbf E_0\cdot\varepsilon^*_{\rm new}\mathbf E_0+\langle\boldsymbol\delta\cdot\varepsilon_{\rm new}\boldsymbol\delta\rangle .$$

On the left, insert $\varepsilon_{\rm new}=\varepsilon_{\rm old}-\Delta\varepsilon$ and use (2) for the old material. Solving for the drop gives

$$\mathbf E_0\cdot(\varepsilon^*_{\rm old}-\varepsilon^*_{\rm new})\mathbf E_0=\underbrace{\langle\mathbf E_{\rm old}\cdot\Delta\varepsilon\,\mathbf E_{\rm old}\rangle}_{\text{air inserted, field frozen}}+\underbrace{\langle\boldsymbol\delta\cdot\varepsilon_{\rm new}\boldsymbol\delta\rangle}_{\text{field rearranges}}. \tag{4}$$

Neither term can be negative. The direction of $\mathbf E_0$ was arbitrary, so $k(\mathbf n)$ does not rise for any $\mathbf n$, and the answer to the question is no. If the solid's permittivity exceeds air's along every axis, the drop is strictly positive unless the old field vanished throughout the replaced region.

A stack of layers shows both terms by hand. Start with uniform solid of permittivity 4, apply a unit field, and replace half the thickness by an air layer normal to the field. With the field frozen, the average is $\tfrac12(4)+\tfrac12(1)=2.5$. In fact $\mathbf D$ must be equal in both layers, which gives $k=1/(0.5/4+0.5/1)=1.6$, with fields $1.6/1=1.6$ in air and $1.6/4=0.4$ in solid. The changes are $+0.6$ and $-0.6$, so the second term is $\tfrac12(1)(0.36)+\tfrac12(4)(0.36)=0.9$, and $2.5-0.9=1.6$ as required.

## The drop as an integral over the hole

The drop can also be written so that only the fields inside the replaced region appear. By (1), pairing each field with the other material's displacement,

$$\mathbf E_0\cdot\varepsilon^*_{\rm old}\mathbf E_0=\langle\mathbf E_{\rm new}\cdot\varepsilon_{\rm old}\mathbf E_{\rm old}\rangle,\qquad \mathbf E_0\cdot\varepsilon^*_{\rm new}\mathbf E_0=\langle\mathbf E_{\rm old}\cdot\varepsilon_{\rm new}\mathbf E_{\rm new}\rangle .$$

Since $\varepsilon_{\rm new}$ is symmetric, the second average equals $\langle\mathbf E_{\rm new}\cdot\varepsilon_{\rm new}\mathbf E_{\rm old}\rangle$. Subtracting,

$$\mathbf E_0\cdot(\varepsilon^*_{\rm old}-\varepsilon^*_{\rm new})\mathbf E_0=\langle\mathbf E_{\rm new}\cdot\Delta\varepsilon\,\mathbf E_{\rm old}\rangle. \tag{5}$$

The integrand is zero outside the replaced region. Changes of field elsewhere enter through their effect on the field inside the hole.

There is also a ceiling. Using (3) in the old material with $\mathbf g=\boldsymbol\delta$ gives $\langle\mathbf E_{\rm new}\cdot\varepsilon_{\rm old}\mathbf E_{\rm new}\rangle=\mathbf E_0\cdot\varepsilon^*_{\rm old}\mathbf E_0+\langle\boldsymbol\delta\cdot\varepsilon_{\rm old}\boldsymbol\delta\rangle$. Subtracting (2) for the new material and dropping the positive $\boldsymbol\delta$ term shows that the drop is at most $\langle\mathbf E_{\rm new}\cdot\Delta\varepsilon\,\mathbf E_{\rm new}\rangle$. The old field thus gives a floor for the drop and the new field a ceiling.

## A capacitor of any shape

Periodicity is not essential. Take two electrodes at fixed voltage $V$ with any arrangement of dielectric around them, and no flux leaving through the outer boundary. The capacitance $C$ obeys $CV^2=\varepsilon_0\int\mathbf E\cdot\varepsilon\mathbf E\,dV_r$, where $dV_r$ is the volume element. A competing potential differs from the true one by a function $\eta$ that vanishes on both electrodes. The cross term is then $-2\int\nabla\eta\cdot\varepsilon\mathbf E\,dV_r=-2\oint\eta\,\varepsilon\mathbf E\cdot d\mathbf A=0$, because $\eta=0$ on the electrodes and no flux crosses the rest. The two-stage argument follows unchanged, and $C$ cannot rise. This covers films too thin to be described by an effective tensor.

## Numbers for a film with a slanted pore

Take a film cross-section with a square cell of side 20 nm, uniform along $z$. The matrix has $k=4$. A square inclusion with $k=7$ fills $2$ to $10$ nm in both $x$ and $y$, which is 16 % of the cell. A stepped pore is then cut along the diagonal. It is the union of three squares of side 4 nm with lower corners at $(8,8)$, $(10,10)$ and $(12,12)$ nm. It occupies 10 % of the cell: 9 % taken from the matrix and 1 % from the inclusion.

**Along $z$** the field is uniform before and after, since a uniform $E_z$ satisfies all interface conditions. Nothing rearranges, and (4) has its first term alone:

$$k_{zz}:\quad 0.84(4)+0.16(7)=4.48,\qquad \text{drop}=0.09(4-1)+0.01(7-1)=0.33,$$

which leaves 4.15.

**Along $x$** the field must be computed, here on a mesh of 0.25 nm. By (3), a field derived from an approximate potential gives a value that is too high or equal, so the mesh gives an upper bound. A lower bound comes from a property of two dimensions: a rotation $R$ by 90° turns a curl-free field into a divergence-free one and the reverse. So $R\varepsilon\mathbf E$ acts as the electric field, and $R\mathbf E$ as the displacement, of a second medium with permittivity $R\varepsilon^{-1}R^{T}$. Its effective tensor is $R(\varepsilon^*)^{-1}R^{T}$. An upper bound on the second medium is, after inversion, a lower bound on the first.

The bounds are 4.3670 and 4.3672 before cutting, and 3.8341 and 3.8360 after. The drop therefore lies between $4.3670-3.8360=0.531$ and $4.3672-3.8341=0.533$, about 12 % of the old value. The upper-bound fields divide it as in (4):

$$4.367\;\xrightarrow{\ -0.336\ }\;4.031\;\xrightarrow{\ -0.195\ }\;3.836 .$$

The integral (5) gives the same total, 0.531. It lies between the floor 0.336 and the ceiling, which is about 0.91 on this mesh.

The second arrow can be read in more detail. Before cutting, the region to be removed contributes 0.442 to $k_{xx}$ and the rest 3.926. Inserting air under the frozen field reduces the first share to $0.442-0.336=0.106$. Rearrangement then draws field into the pore, whose share rises to 0.282, a gain of 0.176. The remaining solid falls to 3.554, a loss of 0.371. The loss is the larger, and the difference is the 0.195 above. These shares belong to the 0.25 nm mesh; on finer meshes they move by 0.001 to 0.002, and the rearrangement term becomes 0.196.

The suspicion in the question is partly right. The energy density rises in 28.7 % of the remaining solid. These local gains are real, but (4) does not let them win.

**In the other directions** of the plane, the permittivity was 4.367 everywhere. After cutting, the upper bounds on this mesh are 3.863 along the pore diagonal and 3.809 across it; on a mesh four times finer both fall by about 0.001. These are the extremes in the plane, since the structure is symmetric about that diagonal. Reflection in $z$ rules out coupling between $z$ and the plane, so a tilted direction gives a weighted mean of an in-plane value and $k_{zz}$. All of these have fallen.

One entry of the tensor did rise: $k_{xy}$ went from 0 to 0.027. This does not conflict with the result. An off-diagonal entry gives the displacement along $x$ caused by a field along $y$; it is not the permittivity in any direction, and its sign changes if one axis is reversed.

The same two-sided bounds were used to test the claim on 12 random composites. Each had 36 square blocks of anisotropic solid with principal permittivities between 2 and 8, and nine blocks were replaced by air. In every case the old lower bound exceeded the new upper bound for all in-plane directions, by at least 1.119.

## Where the result fails

The second term of (4) needs a positive $\varepsilon_{\rm new}$. Near a resonance at finite frequency, a material can have a negative real permittivity. Ignore losses and take equal layers with $k=4$ and $k=-2$, with the field normal to them:

$$\frac1k=\frac{0.5}{4}+\frac{0.5}{-2}=-0.125,\quad k=-8 .$$

Replacing the $k=4$ layer by air gives $1/k=0.5-0.25=0.25$, so $k=+4$. The effective value has risen although the local one was lowered. The fields in the two layers change from $(-2,4)$ to $(4,-2)$, so $\boldsymbol\delta=(6,-6)$. The frozen stage still lowers the value, by $\tfrac12(3)(2^2)=6$. But the rearrangement term is now $\tfrac12(1)(36)+\tfrac12(-2)(36)=-18$, and $-8-6+18=4$. With a negative phase the true field is no longer a minimum, and rearrangement can raise the result.

## Beside a real interlayer film

The values 4 and 7 are roughly those of a silica-type insulator and a nitride-type barrier. The geometry is a model. A porous low-k film can have a matrix of lower permittivity, more porosity than 10 %, and pores that are not long straight channels like this one. For a 100 nm film with plates normal to $x$, the effective permittivity gives a capacitance that falls from about 0.39 to 0.34 fF/µm², if end effects at the plates are ignored.

The assumption most at risk in a real film is that pores hold air and that the remaining solid is unchanged. Take a water film 0.25 nm thick on the pore wall, with the bulk value of about 80. It fills almost 2 % of the cell. Along $z$ the permittivity is a plain average, so the film adds about $0.019\times79\approx1.5$ to $k_{zz}$, more than the 0.33 that the pore removed. Along $x$ the computed value is about 4.6, which is also above the 4.367 found before the pore was cut. A molecular layer need not respond like bulk water, so these numbers show only that moisture can matter as much as the pore. Likewise, with a dry pore and the inclusion held at 7, processing damage that raised the matrix from 4 to about 4.73 would cancel the whole gain in $k_{xx}$. Along $z$ a smaller rise is enough, since $0.75m+0.15(7)+0.10(1)=4.48$ gives $m=4.44$. Neither case contradicts the result, since in neither was solid simply replaced by air.

The other neglected effects are small at an applied field of 0.5 MV/cm. In 99 % of the solid the field stays below 0.73 MV/cm, well under a rough breakdown strength of 5 MV/cm, though it can be higher close to sharp corners. The largest voltage across the pore is 0.59 V, so an electron crossing it gains far less than the roughly 12 eV needed to ionise an air molecule. Electrostatic strain is about $10^{-5}$ for a modulus of 10 GPa, and using 1.0006 for air shifts $k_{xx}$ by about $2\times10^{-4}$.

The word "static" also has a limit. For a rough resistivity of $10^{15}$ Ω cm, leakage redistributes charge in a few hundred seconds. The result applies to measurements slow enough for the polarisation to follow, yet short compared with that time. The full set of values is in the numerical output below.

## Computed results

```
random composites tested: 12
smallest certified drop, any in-plane direction: 1.119
cell side: 20 nm, mesh 0.25 nm
k matrix, inclusion, air: 4.0, 7.0, 1.0
inclusion: x and y from 2 to 10 nm
pore: union of 4 nm squares, lower corners (8,8),(10,10),(12,12) nm
inclusion area before cutting: 16.0 %
pore area: 10.0 %
pore area taken from inclusion: 1.0 %
k_xx before, lower and upper: 4.3670, 4.3672
k_xx after, lower and upper: 3.8341, 3.8360
k_xx drop: 0.5311 = 12.2 %
k_xx with old field frozen: 4.0314
drop from inserting air, field frozen: 0.3357
further drop from rearrangement: 0.1954
drop from the mixed-field integral: 0.5311
upper bound on drop from new field: 0.9108
k along pore (1,1) before, after: 4.3672, 3.8631
k across pore (1,-1) before, after: 4.3672, 3.8090
k_zz before, after: 4.4800, 4.1500
off-diagonal k_xy before, after: 0.0000, 0.0270
remaining solid with raised energy density: 28.7 %
k_xx share of remaining solid before, after: 3.9255, 3.5544
k_xx share of replaced region before, after: 0.4416, 0.2816
capacitance, 100 nm film, before, after: 0.3867, 0.3396 fF/um2
equal layers k=4 and k=-2: effective k -8.00
same stack, k=4 replaced by air: effective k 4.00
applied field along x: 0.5 MV/cm
field exceeded in 1 % of solid: 0.73 MV/cm
rough breakdown strength: 5 MV/cm
rms field in pore: 0.84 MV/cm
largest voltage across pore: 0.59 V
rough ionisation energy of air molecules: 12 eV
k_xx with 0.25 nm water film (rough k=80): 4.6
matrix k that would cancel the drop: 4.73
k_xx shift if air has k=1.0006: 1.7e-04
electrostatic strain (rough modulus 10 GPa): 9.4e-06
leakage time (rough 1e+15 ohm cm): 354 s
```
